# Inferring a Constant Acid Diffusivity from One Front in a Resist Bilayer

## Problem

A resist bilayer consists of an acid-loaded layer and an acid-free layer of the same polymer, each 100 nm thick. It is baked for 90 s at constant temperature. Afterwards the 10 percent acid level lies 20 nm beyond the original interface, inside the layer that began without acid. Which constant diffusivity \(D\) does this imply, and how far can the value be trusted?

**Conventions.** The \(x\) axis is normal to the film, with the original interface at \(x=0\). At \(t=0\) the acid concentration is \(C_0\) for \(x<0\) and zero for \(x>0\). "10 percent" means \(C=0.10\,C_0\), a fraction of the initial concentration in the loaded layer. Write \(f=0.10\) for this fraction, \(X=20\) nm for its depth and \(t=90\) s for the bake time.

**Assumptions.** The film is uniform in its plane. \(D\) is the same everywhere and at all times. Acid is neither lost nor neutralised, and its concentration is continuous across the interface. Both layers are thick compared with the distance the acid spreads, a condition to be checked once \(D\) is known.

## Hints

1. Combine particle conservation with Fick's law to get an equation for \(C(x,t)\).
2. The initial step contains no length. Which dimensionless combination can be formed from \(x\), \(t\) and \(D\)?
3. Use that combination as the single variable. The partial differential equation becomes an ordinary one that can be integrated twice.
4. By symmetry, what must the concentration at \(x=0\) be? Use this to check your solution before inserting numbers.

## Full solution

### The diffusion equation

Let \(J\) be the number of acid molecules crossing unit area per unit time towards positive \(x\). A slab between \(x\) and \(x+dx\) gains \(J(x)-J(x+dx)=-(\partial J/\partial x)\,dx\) per unit area and time, so

\[
\frac{\partial C}{\partial t}=-\frac{\partial J}{\partial x}.
\]

Fick's law is \(J=-D\,\partial C/\partial x\); the minus sign sends acid towards lower concentration. Since \(D\) is constant, it can be taken outside the derivative:

\[
\frac{\partial C}{\partial t}=D\,\frac{\partial^2 C}{\partial x^2}.
\]

### Reduction to one variable

With thick layers the outer faces play no part, and \(C/C_0\) can depend on \(x\), \(t\) and \(D\) alone. As \(Dt\) is a length squared, the available dimensionless variable is \(x/\sqrt{Dt}\), or any function of it. A factor of 2 simplifies the algebra:

\[
\frac{C}{C_0}=F(\zeta),\qquad \zeta=\frac{x}{2\sqrt{Dt}}.
\]

The derivatives of \(\zeta\) are

\[
\frac{\partial\zeta}{\partial t}=-\frac{\zeta}{2t},\qquad
\frac{\partial\zeta}{\partial x}=\frac{1}{2\sqrt{Dt}}.
\]

The chain rule turns the diffusion equation into

\[
-\frac{\zeta}{2t}F'=D\,\frac{1}{4Dt}F''.
\]

Multiplying by \(4t\) and collecting terms gives

\[
F''+2\zeta F'=0.
\]

Time has dropped out, which confirms that one variable suffices.

### Integration

Multiply by \(e^{\zeta^2}\). The left side is then a total derivative:

\[
\frac{d}{d\zeta}\left(e^{\zeta^2}F'\right)=0
\quad\Rightarrow\quad F'=A\,e^{-\zeta^2}.
\]

As \(t\to0\), a point with \(x>0\) has \(\zeta\to+\infty\), and a point with \(x<0\) has \(\zeta\to-\infty\). The initial step therefore requires \(F(\infty)=0\) and \(F(-\infty)=1\). Integrating from \(\zeta\) to \(\infty\) and using the first condition,

\[
F(\zeta)=-A\int_\zeta^\infty e^{-s^2}\,ds.
\]

The integral over the whole line is \(\sqrt\pi\), so the second condition gives \(-A\sqrt\pi=1\). With the complementary error function \(\operatorname{erfc}(\zeta)=(2/\sqrt\pi)\int_\zeta^\infty e^{-s^2}ds\),

\[
\frac{C(x,t)}{C_0}=\frac12\operatorname{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\]

Because \(\operatorname{erfc}(0)=1\), the interface stays at \(C_0/2\). This is what symmetry demands: the acid gained on one side mirrors the acid missing on the other.

### Solving for the diffusivity

At the mark \(x=X\) the concentration is \(fC_0\). Define \(z\) as the value of \(\zeta\) there:

\[
\operatorname{erfc}(z)=2f,\qquad X=2z\sqrt{Dt}.
\]

Squaring the second relation gives \(X^2=4z^2Dt\), hence

\[
D=\frac{X^2}{4tz^2}.
\]

For \(f=0.10\) the first relation reads \(\operatorname{erfc}(z)=0.2\). The function falls steadily, so there is one root, which a table or bisection gives as \(z=0.9062\), with \(z^2=0.8212\). Then

\[
D=\frac{(20\ \text{nm})^2}{4\times 90\ \text{s}\times0.8212}
=1.35\ \text{nm}^2/\text{s}
=1.35\times10^{-14}\ \text{cm}^2/\text{s}.
\]

### Checking the solution

The spreading length is \(2\sqrt{Dt}=22.1\) nm, and \(20/22.1=0.906\) recovers \(z\).

To test the thickness assumption, let the outer face of the acid-free layer, at \(x=L\), be sealed. Adding a mirror image of the acid, located beyond \(x=2L\), makes the profile symmetric about \(x=L\), so no acid flows through that face. The image adds

\[
\frac12\operatorname{erfc}\!\left(\frac{2L-X}{2\sqrt{Dt}}\right)
\]

to \(C/C_0\) at the mark. For \(L=100\) nm this is about \(4\times10^{-31}\). The finite loaded layer causes a deficit with \(2L+X\) in place of \(2L-X\), which is smaller still. If the acid-free layer were 30 nm thick, with the loaded layer unchanged, including the image would lower the inferred \(D\) to 1.30 nm²/s, a shift of −3.9 percent.

An independent check solves the diffusion equation numerically from the initial step, on cells 0.5 nm wide with sealed outer faces, and adjusts \(D\) until the 10 percent level lies at 20 nm. It gives 1.353 nm²/s, in agreement with the formula. With \(D\) held at the inferred value, the simulated front lies at 10.00 nm after 22.5 s and at 14.14 nm after 45 s, as \(X\propto\sqrt t\) requires.

The amount of acid that has crossed the interface per unit area is also available:

\[
\int_0^\infty C\,dx
=C_0\sqrt{Dt}\int_0^\infty\operatorname{erfc}(\zeta)\,d\zeta
=C_0\sqrt{\frac{Dt}{\pi}}.
\]

The last step exchanges the order of integration: \(\int_0^\infty\operatorname{erfc}(\zeta)\,d\zeta=(2/\sqrt\pi)\int_0^\infty s\,e^{-s^2}ds=1/\sqrt\pi\). With \(\sqrt{Dt}=11.04\) nm the result is \(6.23\ \text{nm}\times C_0\), the acid content of a 6.23 nm slice of the original loaded layer.

### Definitions that change the answer

If "10 percent" referred to the interface concentration \(C_0/2\), the mark would have \(C=0.05\,C_0\). Then \(\operatorname{erfc}(z)=0.1\) and \(D=0.82\) nm²/s, lower by 39 percent. A reported level needs its reference.

Estimates that ignore the level are also unsafe. Setting \(X=\sqrt{2Dt}\) gives 2.22 nm²/s, and \(X=2\sqrt{Dt}\) gives 1.11 nm²/s. Both have the right scaling but the wrong numerical factor for this mark.

### Measurement error

Take the logarithm of the result:

\[
\ln D=2\ln X-\ln t-2\ln z-\ln4.
\]

Differentiating \(\operatorname{erfc}(z)=2f\) gives \(-(2/\sqrt\pi)e^{-z^2}dz=2\,df\), so \(dz=-\sqrt\pi\,e^{z^2}df\). Therefore

\[
\frac{dD}{D}=2\frac{dX}{X}-\frac{dt}{t}
+\frac{2\sqrt\pi\,e^{z^2}}{z}\,df.
\]

The last coefficient is 8.89 here. An error of 0.01 in \(f\), such as reading 11 percent as 10 percent, thus matters by about 9 percent in \(D\). An error of 1 nm in depth matters by about 10 percent: depths of 19 and 21 nm give 1.22 and 1.49 nm²/s.

The coefficient diverges as \(z\to0\), because the half-concentration level stays at the interface whatever the value of \(D\). It also diverges for large \(z\), where the profile is so flat that a fixed absolute error in \(f\) moves the mark far. A fixed relative error \(df/f\) does less harm there: its effect on \(D\) falls roughly as \(1/z^2\).

### Comparison with a real bake

The example lies in the regime of a post-exposure bake of a chemically amplified resist, for which temperatures near 383 K and times of one to a few minutes are roughly typical. Diffusivities vary strongly with polymer, acid and temperature, so 1.35 nm²/s belongs to this data set and is not a general resist constant. The formula also needs the depth of an acid level. The depth of deprotected or dissolved polymer depends on the acid present throughout the bake and cannot be used as \(X\) without a model of the reaction. The corrections below use round, rough parameters. Each is taken alone, with the front held at 20 nm after 90 s; they should not simply be added.

- **Warm-up.** If \(D\) depends on time alone, using \(\int D\,dt\) as the clock restores the constant-\(D\) equation, so the measurement fixes this integral. Suppose the film approaches 383 K from 296 K exponentially with a time constant of 5 s, and \(D\) follows an Arrhenius law with activation energy 1.0 eV. The bake is then equivalent to 77.3 s at full temperature, and \(D\) at 383 K is \(1.353\times90/77.3=1.58\) nm²/s, higher by 16 percent. With the same activation energy, a plate 1 K hotter raises \(D\) by 8.2 percent.
- **Acid loss.** For first-order loss at rate \(k\), write \(C=e^{-kt}v\). The loss term cancels and \(v\) obeys the original equation, so \(\operatorname{erfc}(z)=2fe^{kt}\). With \(k=0.001\ \text{s}^{-1}\), \(D=1.47\) nm²/s, higher by 8.6 percent.
- **Unequal layers.** Let the diffusivity be \(D_1\) in the loaded layer and \(D_2\) in the acid-free one, and let the interface sit at \(gC_0\). The profile is \(g\operatorname{erfc}[x/(2\sqrt{D_2t})]\) for \(x>0\) and \(1-(1-g)\operatorname{erfc}[-x/(2\sqrt{D_1t})]\) for \(x<0\), in units of \(C_0\). Equal fluxes at \(x=0\) require \(\sqrt{D_1}(1-g)=\sqrt{D_2}\,g\). For \(D_1=2D_2\) this gives \(g=\sqrt2/(1+\sqrt2)=0.586\). The mark then obeys \(\operatorname{erfc}(z)=f/g\), and \(D_2=1.18\) nm²/s, lower by 12.5 percent.

Resists commonly contain a base quencher as well. At the loading used in the first variation, 5 percent of \(C_0\), it gives the largest of the corrections sized here. The ranking assumes fast neutralisation and depends strongly on the loading: at 1 percent the same formula gives a shift of only about 8 percent, while at 20 percent it gives \(D=4.9\) nm²/s, more than three times the uncorrected value.

## Variation 1: a quencher in the acid-free layer

*The acid-free layer initially holds a base at concentration \(bC_0\), with \(b=0.05\). The base is as mobile as the acid and neutralises it one for one, very quickly. The free-acid level of 10 percent is again at 20 nm after 90 s. Find \(D\).*

Let \(A\) and \(B\) be the concentrations of free acid and base, and \(r\) the neutralisation rate:

\[
\frac{\partial A}{\partial t}=D\frac{\partial^2A}{\partial x^2}-r,
\qquad
\frac{\partial B}{\partial t}=D\frac{\partial^2B}{\partial x^2}-r.
\]

Subtracting removes \(r\), so \(u=A-B\) obeys the plain diffusion equation. It starts at \(C_0\) on the left and \(-bC_0\) on the right, a step of height \((1+b)C_0\) shifted down by \(bC_0\):

\[
\frac{u}{C_0}=\frac{1+b}{2}\operatorname{erfc}(\zeta)-b.
\]

In the fast-reaction limit acid and base do not coexist, so \(A=u\) wherever \(u>0\). For a rate \(r=k_nAB\) this limit needs \(k_nC_0t\) of several hundred or more: numerical solutions give an inferred \(D\) of 1.95, 1.89 and 1.58 nm²/s for \(k_nC_0=10\), 1 and \(0.1\ \text{s}^{-1}\). Setting \(u=fC_0\) at the mark,

\[
\operatorname{erfc}(z)=\frac{2(f+b)}{1+b}=\frac{0.30}{1.05}=0.286.
\]

The same formula for \(D\) now gives 1.95 nm²/s, higher by 44 percent. Part of the arriving acid is consumed, so faster diffusion is needed to place the same free-acid level at the same depth. A mark at \(X>0\) requires \(\operatorname{erfc}(z)<1\), that is \(b<1-2f\); with more quencher the 10 percent level does not advance into the acid-free layer. If the base moves more slowly or faster than the acid, \(u\) no longer obeys the diffusion equation with a single constant \(D\), and this formula does not apply. An immobile base, for example, would give 1.83 nm²/s.

## Variation 2: does \(\sqrt t\) motion prove that \(D\) is constant?

*Suppose the diffusivity depends on the local concentration, \(D(C)=D_0\,h(C/C_0)\). How does the front move, and what measurement would reveal the dependence?*

The diffusivity must now stay inside the derivative:

\[
\frac{\partial C}{\partial t}
=\frac{\partial}{\partial x}\left(D_0h\,\frac{\partial C}{\partial x}\right).
\]

With \(\zeta=x/(2\sqrt{D_0t})\), the steps used before give

\[
\left(hF'\right)'+2\zeta F'=0.
\]

Time has again dropped out. Each concentration level keeps its own value of \(\zeta\) and moves as \(\sqrt t\), so this motion does not prove that \(D\) is constant. A numerical solution with \(h=1+2C/C_0\) agrees: the 10 percent front is 2.000 times as deep at 90 s as at 22.5 s.

A second level measured at the same time does carry new information. For constant \(D\), the 30 and 10 percent depths have the ratio \(z_{30}/z_{10}=0.409\), where \(\operatorname{erfc}(z_{30})=0.6\) and \(\operatorname{erfc}(z_{10})=0.2\). For the concentration-dependent example the ratio is 0.508. With the 10 percent level at 20 nm, the 30 percent level would lie at 8.2 nm in the first case and 10.2 nm in the second.

A measured ratio that differs from 0.409 by more than its error rules out the simple model, but does not by itself identify the cause. Unequal layers with a constant diffusivity in each give 0.478 for \(D_1=2D_2\) and 0.508 for \(D_1=3D_2\), the same ratio as the concentration-dependent example. Acid loss at \(k=0.001\ \text{s}^{-1}\) lowers the ratio to 0.36, and the quencher of Variation 1 lowers it to 0.40 at 5 percent loading and to 0.31 at 20 percent. Because these shifts have opposite signs and can offset each other, a ratio near 0.409 does not confirm the simple model either.

## Values computed for the example and the checks

```
Depth of the 10 % level: 20.0 nm
Bake time: 90.0 s
Level relative to loaded layer: 0.10
Thickness of each layer: 100 nm
z with erfc(z) = 0.2: 0.90619
z squared: 0.82119
sqrt(D t): 11.035 nm
2 sqrt(D t): 22.070 nm
Inferred D: 1.3531 nm^2/s
Inferred D: 1.353e-14 cm^2/s
D inferred by simulation: 1.3530 nm^2/s
Largest profile difference, simulation - erfc: 3.3e-05 C0
Acid crossed per area, formula: 6.226 nm x C0
Acid crossed per area, simulation: 6.225 nm x C0
Simulated front at 22.5 s: 10.00 nm
Simulated front at 45 s: 14.14 nm
Slip: 10 % of interface value: D = 0.821 nm^2/s (-39.3 %)
Slip: X = sqrt(2 D t): D = 2.222 nm^2/s (+64.2 %)
Slip: X = 2 sqrt(D t): D = 1.111 nm^2/s (-17.9 %)
d ln D / d f, formula: 8.89
d ln D / d f, simulation: 8.90
Depth 19 nm: D = 1.221 nm^2/s (-9.8 %)
Depth 21 nm: D = 1.492 nm^2/s (+10.3 %)
Level 9 %: D = 1.236 nm^2/s (-8.6 %)
Level 11 %: D = 1.477 nm^2/s (+9.2 %)
Acid loss rate: 0.001 1/s
With acid loss: D = 1.470 nm^2/s (+8.6 %)
Quencher loading: 0.05 C0
With mobile quencher: D = 1.950 nm^2/s (+44.1 %)
Mobility ratio loaded/free: 2.0
Interface concentration, unequal mobility: 0.5858 C0
Acid-free layer, unequal mobility: D = 1.184 nm^2/s (-12.5 %)
Mirror-image acid at mark, 100 nm layer: 4e-31 C0
Thin acid-free layer: 30 nm
With thin acid-free layer: D = 1.300 nm^2/s (-3.9 %)
Plate temperature: 383 K
Starting temperature: 296 K
Activation energy: 1.00 eV
Warm-up time constant: 5.0 s
Effective time at plate temperature: 77.31 s
At plate temperature, after warm-up correction: D = 1.575 nm^2/s (+16.4 %)
Change of D for +1 K: 8.2 %
Depth ratio 30 %/10 % levels, constant D: 0.409
Depth ratio 30 %/10 % levels, D(1 + 2C/C0): 0.508
Front ratio 90 s/22.5 s, D(1 + 2C/C0): 2.000
```
